**Bloch–Grüneisen resistivity: variational formula, limits and error of the trial function**

The program tests ρ(T) = [8πλ_tr k_BΘ/(ħε₀ω_p²)] (T/Θ)⁵ J₅(Θ/T), where λ_tr is the transport coupling constant, ω_p the plasma frequency, Θ the Debye temperature and J₅ the Bloch integral. It asserts that the linearized collision term matches the numerical derivative of a nonlinear one, and that the coupling constants match explicit Fermi-surface averages. It evaluates Ziman's functional from the golden rule with exact energy conservation; at 20, 100 and 300 K the result agrees with the formula to within 6 parts in 10⁵. Further assertions cover the T⁵ law, the high-temperature slope 2πλ_tr k_B/(ħε₀ω_p²) with its first correction, and the same slope for a flat phonon spectrum. The program also solves the energy-dependent Boltzmann equation and asserts that the solved resistivity never exceeds the trial value at the sampled temperatures. The output shows an excess of about 9% of the trial value at Θ/T = 5 and 10, falling below 1% towards both limits. For the monovalent model metal, λ_tr = 0.0985 and the slope is 4.79×10⁻³ μΩ cm/K.

## Check in Python

```python
"""Bloch-Grueneisen resistivity from Ziman's variational principle.

Result under test (SI units):
  rho(T) = 8 pi lam_tr kB Theta/(hbar eps0 wp^2) (T/Theta)^5 J5(Theta/T),
  J5(y)  = integral_0^y z^5 / ((e^z - 1)(1 - e^-z)) dz,
with rho ~ T^5 at low T and slope 2 pi lam_tr kB/(hbar eps0 wp^2) at high T.
lam_tr: transport coupling constant; wp: plasma frequency (rad/s);
Theta: Debye temperature. Model: free electrons, equilibrium longitudinal
Debye phonons, deformation potential D, normal scattering only.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit, zeta

hbar, kB, e, m = const.hbar, const.k, const.e, const.m_e
eps0, pi = const.epsilon_0, np.pi

# Round model parameters
density = 6.0e28            # electrons per m^3, equal to the ion density
ion_mass = 50 * const.atomic_mass
theta = 300.0               # K
D = 4.0 * e                 # J

kF = (3 * pi**2 * density) ** (1 / 3)
qD = (6 * pi**2 * density) ** (1 / 3)
EF = (hbar * kF) ** 2 / (2 * m)
wD = kB * theta / hbar
c = wD / qD
mass_density = density * ion_mass
dos = m * kF / (2 * pi**2 * hbar**2)      # per spin, energy and volume
wp = np.sqrt(density * e**2 / (eps0 * m))
lam = dos * D**2 * qD**2 / (4 * mass_density * c**2 * kF**2)
lam_tr = dos * D**2 * qD**4 / (16 * mass_density * c**2 * kF**4)
slope = 2 * pi * lam_tr * kB / (hbar * eps0 * wp**2)


def J5(y):
    """Bloch integral; the tail beyond z = 60 is below 1e-16."""
    def integrand(z):
        return z**5 / (4 * np.sinh(z / 2) ** 2) if z > 0 else 0.0
    return quad(integrand, 0, min(y, 60.0), epsabs=0, epsrel=1e-11,
                limit=200)[0]


def rho_bloch(T):
    prefactor = 8 * pi * lam_tr * kB * theta / (hbar * eps0 * wp**2)
    return prefactor * (T / theta) ** 5 * J5(theta / T)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def coupling_squared(q):
    """Squared matrix element times the crystal volume."""
    return D**2 * hbar * q / (2 * mass_density * c)


# Test: linearized collision term against the derivative of the nonlinear one
rng = np.random.default_rng(3)
level = rng.uniform(-3, 3, 9)             # energies in units of kB T
g2 = rng.uniform(0.5, 1.5, (9, 9))
g2 = g2 + g2.T
np.fill_diagonal(g2, 0)
gap = level[None, :] - level[:, None]     # final minus initial energy
safe_gap = np.where(gap == 0, 1.0, np.abs(gap))
W = g2 * (1 / np.expm1(safe_gap) + (gap < 0))
f0 = expit(-level)


def collision(f):
    gain = (W.T * f[None, :]).sum(axis=1) * (1 - f)
    loss = f * (W * (1 - f)[None, :]).sum(axis=1)
    return gain - loss


phi = rng.normal(size=9)
df = phi * f0 * (1 - f0)
step = 1e-4
derivative = (collision(f0 + step * df) - collision(f0 - step * df)) / (2 * step)
P_small = f0[:, None] * (1 - f0)[None, :] * W
linear = -(P_small * (phi[:, None] - phi[None, :])).sum(axis=1)
assert np.allclose(collision(f0), 0, atol=1e-12)
assert np.allclose(P_small, P_small.T, rtol=1e-10)
assert np.allclose(derivative, linear, rtol=1e-7, atol=1e-9)

# Test: coupling constants from an explicit average over the Fermi surface
q, wq = gauss(0, qD, 60)
mu, wmu = gauss(-1, 1, 8)
azimuth = 2 * pi * np.arange(16) / 16
cos_t = 1 - q**2 / (2 * kF**2)
sin_t = np.sqrt(1 - cos_t**2)
mu_final = (mu[None, :, None] * cos_t[:, None, None]
            + np.sqrt(1 - mu**2)[None, :, None] * sin_t[:, None, None]
            * np.cos(azimuth)[None, None, :])
weight = ((mu[None, :, None] - mu_final) ** 2 / (2 / 3)).mean(axis=2) @ (wmu / 2)
assert np.allclose(weight, 1 - cos_t, rtol=1e-8, atol=1e-12)
measure = wq * q / (2 * kF**2) * 2 * dos * coupling_squared(q) / (hbar * c * q)
assert abs(measure.sum() / lam - 1) < 1e-9
assert abs((measure * weight).sum() / lam_tr - 1) < 1e-8


# Test: Ziman functional from the golden rule, exact energy conservation
def rho_golden_rule(T):
    kT = kB * T
    s = np.arange(-(theta / T + 35), theta / T + 35, 0.1)
    energy = EF + kT * s
    k = np.sqrt(2 * m * energy) / hbar
    states_k = k**2 / (2 * pi**2) * m / (hbar**2 * k)
    f = expit(-s)
    q, wq = gauss(0, qD, 80)
    z = hbar * c * q / kT
    n = 1 / np.expm1(z)
    total = 0.0
    for sign, occupation in ((1, n), (-1, n + 1)):
        cosine = ((sign * hbar * c * q - (hbar * q) ** 2 / (2 * m))[None, :]
                  / (hbar**2 * k[:, None] * q[None, :] / m))
        assert np.all(np.abs(cosine) < 1)     # transition is allowed
        empty = expit(s[:, None] + sign * z[None, :])
        states_q = q[None, :] ** 2 / (4 * pi**2) * m / (
            hbar**2 * k[:, None] * q[None, :])
        rate = 2 * pi / hbar * coupling_squared(q) * occupation
        change = (hbar * q / m) ** 2 / 3      # orientation average
        total += np.sum((states_k * f)[:, None] * empty * states_q
                        * (rate * change * wq)[None, :]) * 0.1 * kT
    dissipation = total / (2 * kT)
    drive = e * np.sum(states_k * (hbar * k / m) ** 2 / 3 * f * (1 - f)) * 0.1
    return 0.5 * dissipation / drive**2


golden = {T: rho_golden_rule(T) for T in (20.0, 100.0, 300.0)}
for T, value in golden.items():
    # remaining difference: thermal smearing of order (kB T/EF)^2
    assert abs(value / rho_bloch(T) - 1) < 2e-4
tangent = (rho_golden_rule(905.0) - rho_golden_rule(895.0)) / 10
assert abs(tangent / (slope * (1 + (theta / 900) ** 2 / 18)) - 1) < 3e-3

# Test: both limits of the Bloch formula
J5_inf = 120 * zeta(5)
low_prefactor = 8 * pi * lam_tr * kB * theta / (hbar * eps0 * wp**2) * J5_inf


def rho_low(T):
    return low_prefactor * (T / theta) ** 5


assert abs(J5(60.0) / J5_inf - 1) < 1e-9
assert abs(rho_bloch(5.0) / rho_low(5.0) - 1) < 1e-9
y = 0.3
series = 1 - y**2 / 18 + y**4 / 480
assert abs(rho_bloch(theta / y) / (slope * theta / y) - series) < 1e-6


# Test: general spectral formula, and slope for a different phonon spectrum
def rate_from_spectrum(T, spectrum, lower):
    w, ww = gauss(lower * wD, wD, 120)
    n = 1 / np.expm1(hbar * w / (kB * T))
    a2f = spectrum(w / wD)
    scale = lam_tr / (2 * np.sum(ww * a2f / w))
    mean_w2 = np.sum(ww * a2f * w) / np.sum(ww * a2f / w)
    rate = 4 * pi * hbar / (kB * T) * np.sum(ww * scale * a2f * w * n * (n + 1))
    return rate, mean_w2


debye_rate, _ = rate_from_spectrum(20.0, lambda x: x**4, 0.0)
assert abs(debye_rate / (eps0 * wp**2) / golden[20.0] - 1) < 2e-4
T_hot = 5 * theta
flat_rate, mean_w2 = rate_from_spectrum(T_hot, lambda x: np.ones_like(x), 0.2)
flat_ratio = flat_rate / (eps0 * wp**2) / (slope * T_hot)
assert abs(flat_ratio - (1 - (hbar / (kB * T_hot)) ** 2 * mean_w2 / 12)) < 2e-5


# Test: trial function against the solved energy-dependent Boltzmann equation
def solve_boltzmann(y, h=0.05, window=25.0):
    """Return rho_solved/rho_trial and rho_two_term/rho_trial at Theta/T = y."""
    half = int(round(window / h))
    index = np.arange(-half, half + 1)
    s = index * h
    shift = index[None, :] - index[:, None]
    z = shift * h
    size = np.where(shift == 0, 1.0, np.abs(z))
    cut = int(round(y / h))
    inside = np.where(np.abs(shift) < cut, 1.0, 0.0)
    inside[np.abs(shift) == cut] = 0.5        # trapezoid end weight
    occupation = 1 / np.expm1(size) + (shift < 0)
    P = expit(-s)[:, None] * expit(s)[None, :] * z**2 * occupation * inside
    assert np.allclose(P, P.T, rtol=1e-6, atol=1e-25)
    P = 0.5 * (P + P.T) * h**2
    ratio2 = (qD / kF) ** 2
    cosine = 1 - ratio2 * (z / y) ** 2 / 2
    Q = np.diag(P.sum(axis=1)) - P * cosine
    X = h * expit(s) * expit(-s)
    one = np.ones_like(s)
    trial_sigma = (X @ one) ** 2 / (one @ Q @ one)
    # discretization error of the energy-transfer integral is (h/y)^2
    expected = ratio2 * J5(y) / y**2
    assert abs((one @ Q @ one) / expected - 1) < 1e-4 + 1.5 * (h / y) ** 2
    d = np.sqrt(np.diag(Q))
    solution = np.linalg.solve(Q / np.outer(d, d), X / d) / d
    basis = np.stack([one, s**2], axis=1)
    b = basis.T @ X
    two_sigma = b @ np.linalg.solve(basis.T @ Q @ basis, b)
    return trial_sigma / (X @ solution), trial_sigma / two_sigma


y_list = (0.5, 1.0, 2.0, 5.0, 10.0, 20.0, 40.0, 80.0)
solved = {y: solve_boltzmann(y) for y in y_list}
error = {y: 1 - solved[y][0] for y in y_list}
for exact_ratio, two_ratio in solved.values():
    assert exact_ratio <= two_ratio + 1e-9 and two_ratio <= 1 + 1e-9
largest = max(error.values())
assert error[0.5] < 0.5 * largest and error[80.0] < 0.5 * largest
assert abs(error[40.0] / error[80.0] - 4) < 0.6      # error falls as T^2

# Worked example
to_uohm_cm = 1e8
print(f"electron density = {density:.3e} m^-3")
print(f"ion mass = {ion_mass / const.atomic_mass:.1f} u")
print(f"Debye temperature = {theta:.1f} K")
print(f"deformation potential D = {D / e:.2f} eV")
print(f"Fermi wavenumber kF = {kF:.4e} m^-1")
print(f"Debye wavenumber qD = {qD:.4e} m^-1")
print(f"qD/kF = {qD / kF:.4f}")
print(f"Fermi energy = {EF / e:.4f} eV")
print(f"Debye energy/Fermi energy = {kB * theta / EF:.3e}")
print(f"sound speed c = {c:.1f} m/s")
print(f"mass density = {mass_density:.1f} kg/m^3")
print(f"density of states per spin = {dos:.4e} J^-1 m^-3")
print(f"plasma frequency = {wp:.4e} rad/s")
print(f"plasma energy = {hbar * wp / e:.4f} eV")
print(f"lambda = {lam:.5f}")
print(f"lambda_tr = {lam_tr:.5f}")
print(f"lambda_tr/lambda = {lam_tr / lam:.5f}")
print(f"J5(infinity) = {J5_inf:.4f}")
print(f"J5(1) = {J5(1.0):.6f}")
print(f"high-T slope A = {slope * to_uohm_cm:.5e} uOhm cm/K")
print(f"high-T slope A = {slope:.5e} Ohm m/K")
print(f"T^5 coefficient = {rho_low(1.0) * to_uohm_cm:.5e} uOhm cm/K^5")
rate300 = rho_bloch(300.0) * eps0 * wp**2
print(f"1/tau at 300 K = {rate300:.4e} s^-1")
print("T (K), rho (uOhm cm), exponent, rho/T^5 law, rho/(A T)")
for T in (5.0, 10.0, 20.0, 30.0, 60.0, 100.0, 300.0, 600.0, 1200.0):
    r = rho_bloch(T)
    power = np.log(rho_bloch(1.001 * T) / rho_bloch(T / 1.001)) / (
        2 * np.log(1.001))
    print(f"{T:.0f}, {r * to_uohm_cm:.4e}, {power:.3f}, "
          f"{r / rho_low(T):.4f}, {r / (slope * T):.4f}")
for T in (300.0, 600.0):
    chord = rho_bloch(T) / T
    local = (rho_bloch(T + 0.5) - rho_bloch(T - 0.5))
    print(f"lambda_tr inferred at {T:.0f} K: chord {lam_tr * chord / slope:.5f}"
          f", tangent {lam_tr * local / slope:.5f}")
print("golden-rule functional / Bloch formula - 1:")
for T, value in golden.items():
    print(f"  {T:.0f} K: {value / rho_bloch(T) - 1:.1e}")
print(f"flat spectrum, T = 5 Theta: rho/(A T) = {flat_ratio:.5f}")
print("Theta/T, excess of trial over solved rho (% of trial rho)")
for y in y_list:
    print(f"{y:.1f}, {100 * error[y]:.4f}")
print(f"two-term trial at Theta/T = 5: rho/rho_trial = {solved[5.0][1]:.5f}")
print(f"solved equation at Theta/T = 5: rho/rho_trial = {solved[5.0][0]:.5f}")
print("OK")
```

Running it gives:

```
electron density = 6.000e+28 m^-3
ion mass = 50.0 u
Debye temperature = 300.0 K
deformation potential D = 4.00 eV
Fermi wavenumber kF = 1.2111e+10 m^-1
Debye wavenumber qD = 1.5259e+10 m^-1
qD/kF = 1.2599
Fermi energy = 5.5886 eV
Debye energy/Fermi energy = 4.626e-03
sound speed c = 2573.9 m/s
mass density = 4981.6 kg/m^3
density of states per spin = 5.0257e+46 J^-1 m^-3
plasma frequency = 1.3819e+16 rad/s
plasma energy = 9.0956 eV
lambda = 0.24820
lambda_tr = 0.09850
lambda_tr/lambda = 0.39685
J5(infinity) = 124.4313
J5(1) = 0.236616
high-T slope A = 4.79222e-03 uOhm cm/K
high-T slope A = 4.79222e-11 Ohm m/K
T^5 coefficient = 2.94470e-10 uOhm cm/K^5
1/tau at 300 K = 2.3006e+13 s^-1
T (K), rho (uOhm cm), exponent, rho/T^5 law, rho/(A T)
5, 9.2022e-07, 5.000, 1.0000, 0.0000
10, 2.9447e-05, 5.000, 1.0000, 0.0006
20, 9.3977e-04, 4.972, 0.9973, 0.0098
30, 6.6927e-03, 4.610, 0.9353, 0.0466
60, 9.2495e-02, 2.877, 0.4039, 0.3217
100, 3.0222e-01, 1.852, 0.1026, 0.6306
300, 1.3607e+00, 1.109, 0.0019, 0.9465
600, 2.8358e+00, 1.028, 0.0001, 0.9862
1200, 5.7307e+00, 1.007, 0.0000, 0.9965
lambda_tr inferred at 300 K: chord 0.09323, tangent 0.10339
lambda_tr inferred at 600 K: chord 0.09714, tangent 0.09983
golden-rule functional / Bloch formula - 1:
  20 K: -2.3e-07
  100 K: -5.9e-06
  300 K: -5.3e-05
flat spectrum, T = 5 Theta: rho/(A T) = 0.99901
Theta/T, excess of trial over solved rho (% of trial rho)
0.5, 0.0146
1.0, 0.1851
2.0, 1.6208
5.0, 9.0993
10.0, 9.2253
20.0, 2.9404
40.0, 0.7402
80.0, 0.1853
two-term trial at Theta/T = 5: rho/rho_trial = 0.92519
solved equation at Theta/T = 5: rho/rho_trial = 0.90901
OK
```
